Substrate Conductivity from the Logarithmic Response of a Finite-Width Line Heater

A narrow metal strip is deposited on a thick, electrically insulating solid. An alternating current heats it, and its resistance reports its temperature. The measured temperature depends on the conductivity of the solid, but also on its heat capacity and on the strip's width. Can the conductivity be separated from the rest without measuring all of them?

**1. A line of zero width**

The solid fills z > 0. It is isotropic, with constant conductivity k, volumetric heat capacity C and diffusivity D = k/C. No heat leaves its surface. Start with a source of zero width and infinite length, supplying a power per length Re[P′ exp(iΩt)] with P′ real. Write the oscillating temperature as Re[T exp(iΩt)]. The real part of T is then in phase with the power. The heat equation C ∂T/∂t = k∇²T becomes

∇²T = q²T, q² = iΩ/D, q = exp(iπ/4)/δ, δ = √(D/Ω).

The root with positive real part makes the field decay over a distance of order δ.

The decaying solution that depends on the distance r from the line alone is T = A K₀(qr), where

K₀(z) = ∫₀^∞ exp(−z cosh t) dt.

For small z the integral is dominated by large t, where cosh t ≈ eᵗ/2. With v = z eᵗ/2,

K₀(z) ≈ ∫_{z/2}^∞ (e⁻ᵛ/v) dv ≈ −ln(z/2) − γ.

The last step is integration by parts with ∫₀^∞ e⁻ᵛ ln v dv = −γ, where γ is Euler's constant. Hence −dT/dr → A/r near the line. The heat crosses a half-cylinder of circumference πr, so P′ = πr·k·A/r = πkA, and

T(r) = (P′/πk) K₀(qr).

At fixed r ≪ δ this is already logarithmic in frequency, since q ∝ Ω^(1/2). Inside r ~ δ the heat flow is nearly steady, and the thermal resistance per length between radii r₁ and r₂ is

∫ dr/(πkr) = ln(r₂/r₁)/(πk).

Lowering the frequency moves the outer radius outward, and equal ratios of frequency add equal resistances. On the line itself, however, T diverges. The heater needs a width.

**2. A strip of width 2b**

Let the flux into the solid be uniform, P′/(2b), over |x| < b. The resistance of a uniform strip senses the temperature averaged over its width. This average is the line-source field averaged over all pairs of source and sensor positions. Such pairs fill a square of area 4b² in the (x, x′) plane. Those with separation between s and s + ds occupy an area 2(2b − s)ds, so the density of separations is

p(s) = (2b − s)/(2b²), 0 < s < 2b.

With angle brackets for averages over p,

T = (P′/πk) G, G = ⟨K₀(qs)⟩.

For the leading term we need ⟨ln s⟩. Put a = 2b, so that p = 2(a − s)/a²:

⟨ln s⟩ = (2/a²)[a(a ln a − a) − (½a² ln a − ¼a²)] = ln a − 3/2.

Therefore

G ≈ −ln(q/2) − γ − ln(2b) + 3/2 = −ln(qb) + 3/2 − γ.

Define W = Ωb²/D = (b/δ)². Since qb = √W exp(iπ/4),

T ≈ (P′/πk)[−½ ln W + 3/2 − γ − iπ/4], W ≪ 1. (A)

Differentiation of the real part gives the result sought:

d Re T/d ln Ω = −P′/(2πk). (B)

The quantities b and C sit inside the logarithm. They shift the line of Re T against ln Ω without turning it, and only k and the known power set its slope.

As an independent check, the two-dimensional heat equation was solved on a finite-volume grid at W = 2.5×10⁻⁴ and 2.5×10⁻³. The slope of Re G is −0.50024, against −½ from (B). The grid values of Re G differ from the integral ⟨K₀(qs)⟩ by about 0.1 percent, which is the discretization error.

**3. Where the width becomes visible**

The next term of K₀ follows from its equation, (1/z)(zK₀′)′ = K₀. Let ℓ = ln(z/2) + γ and try K₀ = −ℓ(1 + z²/4) + cz². Then

zK₀′ = −1 − z²/4 − ℓz²/2 + 2cz²,

(1/z)(zK₀′)′ = −½ − ℓ − ½ + 4c = −ℓ − 1 + 4c.

This must equal −ℓ at leading order, so c = ¼. The correction to G is thus

(q²/4)⟨s²[1 − γ − ln(q/2) − ln s]⟩.

The two averages are

⟨s²⟩ = (2/a²)(a⁴/3 − a⁴/4) = a²/6,

⟨s² ln s⟩ = (2/a²)[a(a³ ln a/3 − a³/9) − (a⁴ ln a/4 − a⁴/16)] = a²[(ln a)/6 − 7/72].

Inserting them with a = 2b gives

q²b²{[1 − γ − ln(qb)]/6 + 7/72} = (q²b²/6)[19/12 − γ − ln(qb)].

Here q²b² = iW, and ln(qb) contains iπ/4. The real part is (iW/6)(−iπ/4) = πW/24. Hence

d Re G/d ln Ω ≈ −½ + πW/24. (C)

The magnitude of the slope falls by the fraction πW/12, so a conductivity taken from (B) comes out too high by that fraction.

The opposite limit, W ≫ 1, is clearest in surface wavenumbers λ. A component cos(λx) decays into the solid as exp(−mz), with m = √(λ² + q²), and its temperature is its flux divided by km. The uniform strip has the flux transform P′ sin(λb)/(λb), and the average over the strip supplies the same factor again:

T = (1/2π)∫_{−∞}^{∞} P′[sin(λb)/(λb)]²/(km) dλ,

G = ∫₀^∞ [sin(λb)/(λb)]²/m dλ.

This agrees numerically with ⟨K₀(qs)⟩. When δ ≪ b, m ≈ q over the wavenumbers that matter, and ∫₀^∞ [sin(λb)/(λb)]² dλ = π/(2b). So G ≈ π/(2qb) and T ≈ P′/(2bkq). This is one-dimensional flow beneath a wide plate. Its amplitude depends on kq, hence on √(kC), and k is no longer separated from C.

**4. Does the flux have to be uniform?**

Suppose the flux has another fixed, normalized profile w(x′) of width 2b. For b ≪ δ,

G(x) ≈ −ln(q/2) − γ − ∫ w(x′) ln|x − x′| dx′.

The last integral does not contain Ω, so (B) survives at leading order.

A strip held at uniform temperature gives a definite second case. Try w = 1/[π√(b² − x′²)], and set x = b cos θ, x′ = b cos φ. Then w dx′ becomes a uniform average over φ. The identity

|cos θ − cos φ| = ½ |2 sin((θ+φ)/2)| |2 sin((θ−φ)/2)|

turns the logarithm into −ln 2 plus two terms of the form ln|2 sin(ψ/2)|. This function equals −Σ cos(nψ)/n, summed over n ≥ 1, and averages to zero over a period. As φ runs from 0 to π, the angles θ + φ and θ − φ together cover one full period, so the averages of the two terms add to zero. The integral is therefore ln b − ln 2 at every x on the strip, which confirms that the temperature is uniform, and

G ≈ −ln(qb) + ln 4 − γ.

The constant 3/2 has become ln 4 ≈ 1.386. A diffusivity inferred from the height of the line would depend on which profile was assumed; the leading slope does not. The width correction of section 3 does depend on the profile. For the isothermal strip both positions are weighted by w, so ⟨s²⟩ = b²/2 + b²/2 = b² instead of 2b²/3, and πW/24 becomes πW/16. Which case applies depends on the thermal conductivity of the metal times its thickness, compared with kb: the flux is uniform when that product is small, and the temperature is uniform when it is large.

**5. A heater of length L**

For an infinite line, (A) grows without bound as Ω → 0. A real heater has ends. A point source of unit power on the surface produces exp(−qr)/(2πkr): near the source, the flux k/(2πkr²) through a hemisphere of area 2πr² carries unit power.

Let the strip be heated and sensed over its whole length L. Separations y along it have density 2(L − y)/L², and the total power is P′L. Hence

T = (P′L/2πk)∫₀^L [2(L − y)/L²]⟨exp(−qr)/r⟩ dy, r = √(s² + y²),

G = ∫₀^L (1 − y/L)⟨exp(−qr)/r⟩ dy.

For L ≫ δ the upper limit can be moved to infinity with an exponentially small error. With y = s sinh t, the first part becomes ⟨K₀(qs)⟩, the infinite-line result. In the second part y dy = r dr, so

∫₀^∞ (y/r) exp(−qr) dy = ∫_s^∞ exp(−qr) dr = exp(−qs)/q.

The ends therefore change G by −⟨exp(−qs)⟩/(qL) ≈ −1/(qL) when b ≪ δ. Since 1/q = δ(1 − i)/√2, the real part is −δ/(√2L): heat escapes past the ends and the strip is cooler. This term belongs to a strip sensed over its whole heated length, with no heat carried along the metal to its contacts. If the voltage is taken over an inner section several δ from the ends of the heated line, the term becomes exponentially small. As δ ∝ Ω^(−1/2), differentiation gives +δ/(2√2L), and

d Re G/d ln Ω ≈ −½ + πW/24 + δ/(2√2L). (D)

Both corrections flatten the line and raise the apparent conductivity. Width matters at high frequency, length at low frequency. The fractional loss of slope is

πW/12 + b/(√2L√W).

Setting its derivative to zero gives π/12 = b/(2√2L W^(3/2)), so this loss is least at W = [3√2b/(πL)]^(2/3).

In the static limit q = 0, and the integral over y is

arsinh(L/s) − [√(L² + s²) − s]/L ≈ ln(2L/s) − 1.

Averaging over s gives

G(0) ≈ ln(2L) − ln(2b) + 3/2 − 1 = ln(L/b) + ½, L ≫ b.

The response bends away from the logarithm as δ approaches the heater length, and levels off when δ is well beyond it. The logarithm is thus an intermediate law for b ≪ δ ≪ L, not the limit of zero frequency.

**6. A substrate of thickness d**

The back face adds another condition. If it is insulated, reflect the source in the plane z = d, then keep reflecting in both faces. The images lie at z = 2nd with n = ±1, ±2 and so on, all with positive sign. If the back face is held at its mean temperature, each reflection in it reverses the sign, and the images carry (−1)ⁿ. For b ≪ d, the nearest pair changes G by

±2K₀(2qd),

with plus for the insulated face and minus for the isothermal one. The magnitude contains the factor exp(−√2d/δ), so d must be several times δ. The slope is the sensitive quantity: either back face changes it by about 7 percent at d = 3δ, but by less than 1 percent at d = 5δ.

**7. Reading the temperature from the voltage**

Let the current be I₀ cos ωt and the unheated resistance R₀. The power is

I₀²R₀ cos² ωt = ½I₀²R₀(1 + cos 2ωt).

Thus Ω = 2ω and P′ = I₀²R₀/(2L). The resistance is R = R₀(1 + βT(t)), where

T(t) = T₀ + Re T cos 2ωt − Im T sin 2ωt

and T₀ is the steady rise. Let V₀ = I₀R₀ be the peak voltage. In the product V₀ cos ωt·βT(t), use

cos ωt cos 2ωt = ½(cos ωt + cos 3ωt),

cos ωt sin 2ωt = ½(sin ωt + sin 3ωt).

The complex amplitude at 3ω is then

V₃ = ½V₀βT. (E)

The current has no component at 3ω, so the large ohmic voltage stays at ω and does not cover this signal. In (E) the small change of the heating power due to R itself has been neglected; section 9 restores it.

Take the in-phase part of V₃ at two current frequencies f₁ < f₂. From (A), with P′ = V₀²/(2R₀L),

V₃(f₁) − V₃(f₂) = ½V₀β(P′/πk)·½ ln(f₂/f₁) = βV₀³ ln(f₂/f₁)/(8πkLR₀),

k = βV₀³ ln(f₂/f₁)/{8πLR₀[V₃(f₁) − V₃(f₂)]}. (F)

These are peak amplitudes. With rms values the factor 8 becomes 4, because V₀³/V₃ is then smaller by (√2)³/√2 = 2.

Over a finite interval, the corrections in (D) integrate to

Re G₁ − Re G₂ = ½ ln(f₂/f₁) − π(W₂ − W₁)/24 − (δ₁ − δ₂)/(√2L),

and the apparent conductivity k_app from (F) obeys

k_app/k = ½ ln(f₂/f₁)/(Re G₁ − Re G₂). (G)

**8. Numbers for a model heater**

Take k = 1.5 W/(m K), C = 1.5×10⁶ J/(m³ K), b = 5 µm, L = 10 mm, d = 0.5 mm, R₀ = 50 Ω, β = 0.003 /K and I₀ = 20 mA. These are round model parameters, used with uniform flux and no heat capacity in the heater. A metal strip of this size and resistance meets neither condition at the precision shown below. Its sheet resistance of 0.05 Ω implies, by the Wiedemann–Franz law, a conductivity times thickness of about 20 kb, so it is nearly isothermal across its width and the ratio 1.0070 found below becomes about 1.0086. It also implies roughly 0.5 to 0.8 µm of gold or aluminium, whose heat capacity lowers k_app between 10 and 100 Hz by about 0.9 to 1.6 percent. Then D = 10⁻⁶ m²/s, V₀ = 1 V, and

P′ = (0.020)² × 50/(2 × 0.010) = 1 W/m, P′/(πk) = 0.2122 K.

At a current frequency of 10 Hz, δ = 89 µm and W = 0.0031; at 100 Hz, δ = 28 µm and W = 0.031. Both lie in the window between b and L. At 10 Hz the back face would change G by about 2.7×10⁻⁴, which is negligible beside the difference of about 1.15 that determines k. The temperatures below are for a half-space.

The in-phase temperatures of the finite heater are 0.8061 K and 0.5635 K. By (E) the third harmonics are

½ × 1 × 0.003 × 0.80611 V = 1.20917 mV,

½ × 1 × 0.003 × 0.56349 V = 0.84524 mV.

Their difference is 0.36393 mV. With ln 10 = 2.3026, (F) gives

k_app = 0.003 × 2.3026/(8π × 0.010 × 50 × 3.6393×10⁻⁴) = 1.510 W/(m K).

This is 0.7 percent above the true value. Equation (G) accounts for the excess:

k_app/k = 1.15129/(1.15129 − 0.00370 − 0.00431) = 1.0070.

Width and length contribute comparable amounts. Dividing 1.510 by 1.0070 returns 1.500 W/(m K).

The numerical output also lists in-phase temperatures from 1 Hz to 10 kHz. At 1 Hz the infinite line and the logarithmic law both give 1.0516 K, but the finite heater gives 1.0475 K. The end correction predicts this deficit: δ is 0.282 mm, and 0.2122 K × 0.282/(√2 × 10) = 0.0042 K. That row describes a half-space; with d = 0.5 mm, exp(−√2d/δ) is about 0.08, and the back face would be noticeable.

At 1 kHz the finite length hardly matters, but the logarithmic law gives 0.3187 K where the heater has 0.3267 K. At 10 kHz, W is about 3.1 and the law gives 0.074 K instead of 0.132 K. The wide-plate limit of section 3 has the real part π/(2√(2W)), which gives 0.133 K, already close. This closeness is special to the in-phase part. For W ≫ 1 the average of K₀(qs) over p(s) can be extended to infinite s, and with ∫₀^∞ K₀(z) dz = π/2 and ∫₀^∞ zK₀(z) dz = 1 it gives G ≈ π/(2qb) − 1/(2q²b²). The second term equals i/(2W), so it changes only the out-of-phase part, which approaches the plate limit more slowly.

The out-of-phase temperature should be −(π/4) × 0.2122 K = −0.1667 K in the logarithmic window. The finite heater gives −0.1649 K at 10 Hz and −0.1632 K at 100 Hz. The imaginary parts of the two corrections, (W/6)(19/12 − γ − ½ ln W) from the width and δ/(√2L) from the ends, are both positive here and reduce its magnitude.

**9. The heater also changes its own power**

At fixed current the power is proportional to R, which oscillates. To first order in β, the factor (1 + cos 2ωt)(1 + βT(t)) multiplies the power amplitude at 2ω by 1 + βT₀ + βT. It also creates power at 4ω with relative amplitude ½βT. Let T₄ be the temperature that the full amplitude P′ would produce at 4ω. Mixing with the current brings the 4ω response down to 3ω, so

V₃ ≈ ½V₀β[T(1 + βT₀ + βT) + ½βT T₄]. (H)

The steady rise for a half-space is T₀ = 1.719 K, from G(0) = 8.101. In a solid of finite thickness T₀ depends on the back face, even when the oscillation does not reach it; the half-space value is kept here. It enlarges the voltage difference by βT₀ = 0.5 percent. The other terms vary with frequency, so their effect on the difference must be taken between the two frequencies. For the βT² term, with temperatures in K,

Re T² = 0.8061² − 0.1649² = 0.623 at 10 Hz,

Re T² = 0.5635² − 0.1632² = 0.291 at 100 Hz.

Dividing the change, 0.332, by the temperature difference, 0.2426, and multiplying by β gives 0.4 percent. For the last term, the logarithmic law gives T₄ ≈ T − ½ ln 2 × 0.2122 K, and the same calculation gives about 0.2 percent. The voltage difference grows by about 1.1 percent in all, and k_app falls by as much.

A self-consistent calculation of the waveforms gives −1.12 percent, and −0.56 percent at half the power. The proportionality to power identifies the effect in practice: repeat the measurement at two powers and extrapolate k_app to zero power.

With feedback included, (F) returns 1.494 W/(m K), closer to the true 1.500 than the value 1.510 found without it. The improvement is a partial cancellation between unrelated errors. The extrapolation to zero power removes one. Within the model, equation (G) removes the other; it needs the diffusivity, but because the correction is small, a rough value is enough. For a real strip its width term must match the flux profile, its length term must match the sensed section, and the heat capacity of the metal must be corrected separately.

Among the assumptions that remain are a heater of negligible heat capacity that conducts no heat to its contacts, an isotropic solid with constant properties that carries no current, and no loss of heat from the surface. Under those conditions, and for b ≪ δ ≪ L with d several times δ, the logarithmic slope measures k.

Calculated quantities

```
conductivity k = 1.500 W/(m K)
volumetric heat capacity C = 1.500e+06 J/(m^3 K)
diffusivity D = 1.000e-06 m^2/s
half-width b = 5.0 um; length L = 10.0 mm
substrate thickness d = 0.50 mm
cold resistance R0 = 50.0 ohm; beta = 0.0030 1/K
peak current I0 = 20.0 mA; peak voltage V0 = 1.000 V
power amplitude per length P' = 1.0000 W/m
temperature scale P'/(pi k) = 0.21221 K
constant 3/2 - gamma = 0.92278
ideal slope dReT/dln(f) = -0.10610 K
finite-volume slope of G (ideal -0.5) = -0.50024
W=2.50e-04: Re G grid 5.0739, integral 5.0698
W=2.50e-03: Re G grid 3.9221, integral 3.9188
In-phase temperature in K: finite heater, infinite line, log law
f=      1 Hz: 1.04745, 1.05162, 1.05161
f=     10 Hz: 0.80611, 0.80738, 0.80730
f=    100 Hz: 0.56349, 0.56385, 0.56299
f=   1000 Hz: 0.32667, 0.32674, 0.31867
f=  10000 Hz: 0.13242, 0.13243, 0.07436
f=10 Hz: delta = 89.21 um; W = 0.003142
  out-of-phase temperature Im T = -0.16490 K
  in-phase third harmonic = 1.20917 mV (peak)
f=100 Hz: delta = 28.21 um; W = 0.031416
  out-of-phase temperature Im T = -0.16320 K
  in-phase third harmonic = 0.84524 mV (peak)
log-law out-of-phase temperature = -0.16667 K
half log of frequency ratio = 1.15129
width correction to G difference = 0.00370
length correction to G difference = 0.00431
predicted k_app/k = 1.00701
simulated k_app/k, cold power = 1.00695
k_app, cold power = 1.51043 W/(m K)
k_app, with resistance feedback = 1.49357 W/(m K)
feedback shift of k_app = -1.117 percent
feedback shift at half power = -0.559 percent
static G for finite heater = 8.10124
static rise for mean power = 1.7191 K
back-face change |2 K0(2qd)| at 10 Hz = 2.68e-04
```
